The inverse dielectric constant as mixing fraction and its self-consistency loop

A global hybrid functional replaces a fraction α of semilocal exchange by nonlocal exchange. In an insulator with isotropic electronic dielectric constant ε∞, its long-range nonlocal potential agrees with that of the static screened-exchange plus Coulomb-hole self-energy (COHSEX) for one value:

α = 1/ε∞.

The match concerns the tail, not the whole operator. Since ε∞ depends on the orbitals and energies that the hybrid produces, α must be found from a loop,

α_(n+1) = F(α_n), F(α) = 1/ε∞[α].

In the two-band model treated below, a fixed point of this loop is stable when

F′ = p(1 − α)s < 1,

where p = −d ln(ε∞ − 1)/d ln(gap) and s is the share of the gap gained by replacing semilocal with nonlocal exchange. The iterates move steadily in one direction and converge, but when the semilocal gap is small and the exchange strong, the limit can depend on the starting value.

Energies are in eV and lengths in Å, and e² stands for e²/4πε₀. Let v = e²/|r − r′| be the bare and W the screened interaction, and write W = v + W_c. For real orbitals φ_n with energies ε_n, the response part of W is a sum over neutral excitations of energy Ω_s > 0 with real potentials w_s:

W_c(r,r′;ω) = Σ_s w_s(r)w_s(r′) [1/(ω − Ω_s + iη) − 1/(ω + Ω_s − iη)].

The correlation part of the GW self-energy is the convolution

Σ_c(ω) = (i/2π) ∫dω′ G(ω + ω′) W_c(ω′).

As a function of ω′, an occupied orbital gives G a pole in the upper half-plane. Closing the contour in the lower half-plane picks up only the pole of W_c at ω′ = Ω_s − iη. The clockwise direction gives −2πi, and (i/2π)(−2πi) = 1, so the contribution is w_s w_s/(ω − ε_n + Ω_s). An empty orbital has its pole in the lower half-plane, so the contour is closed above, around ω′ = −Ω_s + iη. The factor (i/2π)(2πi) = −1 cancels the minus sign of the second term in W_c. Together,

Σ_c(r,r′;ω) = Σ_n φ_n(r)φ_n(r′) Σ_s w_s(r)w_s(r′)/(ω − ε_n ± Ω_s),

with + for occupied and − for empty orbitals.

The static approximation assumes |ω − ε_n| ≪ Ω_s and drops ω − ε_n from the denominators. At zero frequency W_c(0) = −2Σ_s w_s w_s/Ω_s, so an occupied orbital is multiplied by −½W_c(0) and an empty one by +½W_c(0). Let γ(r,r′) be the sum of φ_n(r)φ_n(r′) over occupied orbitals of one spin. The orbitals are complete, so the empty ones sum to δ(r − r′) − γ, and

Σ_c = −½γW_c + ½(δ − γ)W_c = −γW_c + ½δ(r − r′)W_c.

Adding bare exchange, Σ_x = −γv, gives

Σ_COHSEX(r,r′) = −γ(r,r′)W(r,r′;0) + ½δ(r − r′)[W(r,r′;0) − v(r,r′)].

The first term is screened exchange. The second, the Coulomb hole, is half the potential that an added charge induces at its own position; the half is the work of building up a linear response. For each orbital the neglected terms are of relative order |ω − ε_n|/Ω_s. The δ function above needs all empty orbitals, and in a solid these include high-lying ones for which this ratio is not small. The static Coulomb hole is therefore a good approximation for a given orbital when the potentials w_s couple it mainly to orbitals with |ω − ε_n| ≪ Ω_s. In a four-level test with one random choice of orbitals and potentials w_s, and with levels up to 4 energy units from the frequency ω, which is placed inside the gap, the static form differs from the numerical frequency convolution by 4.8% of its norm when the lower excitation energy is 50 units, and by 0.5% when it is 500. In a solid whose excitation energies are only a few times the band energies, the error is larger; the same four-level test gives 20% at 10 units and 32% at 5. The test measures the whole self-energy matrix and does not show how much of this error falls on the long-range tail used below.

The hybrid potential is

v_xc = αΣ_x + (1 − α)v_x + v_c,

where v_x and v_c are semilocal. For r ≠ r′ these two vanish, and so does the Coulomb hole. What remains is −αγv in the hybrid and −γW in COHSEX. At separations much larger than a unit cell, the cell-averaged screened interaction in an insulator tends to v/ε∞. The density matrix γ is a common factor, so wherever it is nonzero the two tails agree if and only if α = 1/ε∞. Here ε∞ is the response of the electrons at fixed nuclei. The argument needs isotropy, since with a dielectric tensor the tail depends on direction and no single α reproduces it.

What the match leaves out can be seen by letting the screening depend on wave number:

ε(q) = 1 + [1/(ε∞ − 1) + q²/q₀²]⁻¹.

This equals ε∞ at q = 0 and tends to 1 at large q, because electrons cannot screen a charge at very short range. Call the bracket X. Then ε = 1 + 1/X and 1 − 1/ε = 1/(1 + X). Since 1 + X = ε∞/(ε∞ − 1) + q²/q₀²,

1 − 1/ε(q) = (1 − 1/ε∞) κ²/(q² + κ²), κ² = q₀² ε∞/(ε∞ − 1).

Multiplying by −4πe²/q² gives the transform of W − v. The identity κ²/[q²(q² + κ²)] = 1/q² − 1/(q² + κ²) splits it into a Coulomb and a Yukawa part, so that

W(r) = e²/(ε∞ r) + (1 − 1/ε∞) e² exp(−κr)/r.

As r → 0, W − v → −(1 − 1/ε∞)e²κ, and the Coulomb-hole potential is half of this. If ε were held at ε∞ for all q, κ would be infinite and the hole would diverge, so short-range screening cannot be ignored in the local part. With α = 1/ε∞ the self-energy is now

Σ_COHSEX = αΣ_x + (1 − α)[Σ_x(Yukawa) − ½e²κ δ(r − r′)].

The hybrid puts (1 − α)v_x + v_c in place of the second term. If γ and the orbital acted on both vary little over the distance 1/κ, the Yukawa exchange acts as a local potential: ∫d³r e² exp(−κr)/r = 4πe²/κ², which gives −4πe²γ(r,r)/κ². A local substitute is then reasonable in form, but its value is not that of v_x. The replacement is a model and does not follow from the matching. The constant Coulomb hole of this uniform screening shifts all bands equally and leaves the gap alone; in a real crystal the hole varies in space and need not do so.

To study the loop, take a rocksalt lattice with one orbital per site, nearest-neighbour distance d and hopping t. On the two sublattices the Hamiltonian is

H(k) = Mσ_z + τ(k)σ_x,
τ = 2t(cos k_x d + cos k_y d + cos k_z d).

The band energies are ±√(M² + τ²). The surface τ = 0 lies inside the zone, so the gap is 2M. Replacing semilocal by nonlocal exchange is assumed to add a fixed amount to the sublattice splitting: Σ_x − v_x is represented by Dσ_z with constant D > 0. Hence

M(α) = M₀ + αD, M₀ > 0.

This neglects the dependence of D on the density matrix and any exchange between sites, but it lets the orbitals respond to α, because the ratio τ/M changes. The term kept is on-site, the range at which the matching says nothing about α, so the model shows how the loop behaves, not how accurate its gaps are.

The dielectric constant follows from second-order perturbation theory. A macroscopic field 𝓕 along x adds e𝓕x to the energy of an electron of charge −e. With x_cv the interband position element and E = 2√(M² + τ²) the transition energy, each valence electron shifts its mean position by −2e𝓕|x_cv|²/E and acquires the dipole 2e²𝓕|x_cv|²/E. There are two spins, and the cell volume is 2d³. In Gaussian form ε∞ = 1 + 4πP/𝓕, so

ε∞ = 1 + (8πe²/d³)⟨|x_cv|²/E⟩,

where the brackets average over the zone. This is an independent-particle response to the macroscopic field; local fields and electron–hole attraction are omitted.

Let tan θ = τ/M. The eigenvectors are u_c = (cos θ/2, sin θ/2) and u_v = (−sin θ/2, cos θ/2). The Bloch sums carry the phases of the true atomic positions, and the position operator is taken diagonal in the site orbitals, so |x_cv| = |⟨u_c|∂u_v/∂k_x⟩| = ½|∂θ/∂k_x|. Since ∂θ/∂k_x = M(∂τ/∂k_x)/(M² + τ²) and ∂τ/∂k_x = −2td sin k_x d,

|x_cv|² = t²d² M² sin²(k_x d)/(M² + τ²)².

Division by E and multiplication by 8πe²/d³ give

ε∞(M) = 1 + C⟨M² sin²(k_x d)/(M² + τ²)^(5/2)⟩, C = 4πe²t²/d.

For t = 1.5 eV and d = 2 Å, C = 4π × 14.40 × 2.25/2 = 203.6 eV³. At M = 2 eV the formula gives ε∞ = 4.570. Diagonalizing finite slabs in a small electric field, and taking the difference between two thicknesses to remove the surfaces, gives the same value to these digits.

Two limits show how screening weakens as the gap opens. For M much larger than the band width, τ can be dropped; the average of sin² is ½, and ε∞ − 1 → C/(2M³). For small M the region near τ = 0 dominates. If g(τ) is the distribution of τ weighted with sin²(k_x d), then

⟨M² sin²(k_x d)/(M² + τ²)^(5/2)⟩ → g(0)∫dτ M²/(M² + τ²)^(5/2) = 4g(0)/(3M²),

because ∫du(1 + u²)^(−5/2) = 4/3 over the whole line. Thus ε∞ − 1 → P²/M² with P² = 4Cg(0)/3. The exponent p goes from 2 to 3 between these limits. For general M, the logarithmic derivative of M²(M² + τ²)^(−5/2) with respect to M is 2 − 5M²/(M² + τ²), and therefore

p = 5⟨M²/(M² + τ²)⟩_w − 2 ≤ 3,

where w denotes averaging with the integrand of ε∞ − 1 as weight. For the parameters used here, sampling M from 0.25 to 10 eV gives p between 2.00 and 2.66. It is positive throughout, so ε∞ falls with M and F(α) rises with α.

This fixes the global behaviour of the loop. F is continuous and increasing, and it maps the interval from 0 to 1 into itself. If α₁ > α₀, then α₂ = F(α₁) > F(α₀) = α₁, and so on; if α₁ < α₀, every later step goes down. A monotone bounded sequence has a limit, and by continuity the limit is a fixed point. There are no oscillations, and damping is not needed for stability. This rests on F being increasing, which holds in this model and has to be checked in a real calculation. An increasing map cannot carry an iterate past a fixed point, so a start at α = 0 ends at the lowest fixed point and a start at α = 1 at the highest.

The rate follows from the slope. By the definition of p, dε∞/dM = −p(ε∞ − 1)/M, and dM/dα = D, so

F′(α) = −(D/ε∞²) dε∞/dM = pD(ε∞ − 1)/(Mε∞²).

At a fixed point 1/ε∞ = α, hence (ε∞ − 1)/ε∞² = α(1 − α), and

F′ = p(1 − α)s, s = αD/M.

Each factor has a meaning: p measures how strongly screening reacts to the gap, 1 − α = 1 − 1/ε∞ is the screened part of the interaction, and s is the fraction of the gap due to replacing semilocal by nonlocal exchange. Because M₀ > 0, s < 1. With p ≤ 3, a fixed point is stable if s < 1/3, and also if α ≥ 2/3, that is ε∞ ≤ 3/2. If D ≤ M₀/2, then s ≤ 1/3 for every α in the interval. The factor 1 − α < 1 then makes F′ < 1 at each fixed point, so F(α) − α can cross zero only downwards and the solution is unique. This condition is sufficient, not necessary.

Take M₀ = 1.5 eV and D = 3 eV. The semilocal start, α = 0, has a gap of 3.00 eV and ε∞ = 7.50. The first update is α = 1/7.50 = 0.133, which raises the gap to 2(1.5 + 0.133 × 3) = 3.80 eV and lowers ε∞ to 4.98. The second gives α = 0.201 and a gap of 4.21 eV. The loop settles at

α = 0.2819, ε∞ = 3.548, gap = 4.69 eV.

A single update from the semilocal dielectric constant thus yields less than half of the self-consistent α and a gap 0.89 eV too small relative to the converged loop. The sign of this error follows from monotonicity: every iterate from α = 0 lies below the solution.

At the solution p = 2.133 and s = 0.2819 × 3/2.346 = 0.3605, so F′ = 2.133 × 0.7181 × 0.3605 = 0.552. The ratio of the last two steps of the actual iteration agrees with this. Each cycle removes about 45% of the remaining error. Reducing |F(α) − α| below 10⁻⁶ takes 21 dielectric evaluations from α = 0 and 23 from α = 1.

The residual is not the error. Near the solution α*, linearization gives α* − α_(n+1) = F′(α* − α_n). Subtracting this from α* − α_n leaves α_(n+1) − α_n = (1 − F′)(α* − α_n), or

α* − α_n ≈ (α_(n+1) − α_n)/(1 − F′).

Here the error is 1/0.448 = 2.2 times the residual. At the tenth cycle the estimate is 6.93 × 10⁻⁴, and the true error agrees to these digits. A stopping test on the change of α should therefore be read together with the observed ratio of steps. The same linearization, with F′ taken at the current iterate, gives Newton's step,

α → α + [F(α) − α]/[1 − F′(α)],

which reaches the same residual in 4 evaluations of ε∞ and its slope.

At this self-consistent ε∞, the model screening with q₀ = 2 Å⁻¹ has κ = 2.36 Å⁻¹. The ratio W/v is 0.503 at 0.5 Å, 0.350 at 1 Å, 0.288 at 2 Å and 0.282 at 5 Å. The hybrid uses 0.282 at all distances. Compared with this model, its nonlocal part is 44% too weak at 0.5 Å, 19% at 1 Å and 2% at 2 Å, and practically exact at 5 Å. The density matrix decays quickly, however: in the two-band model at this solution |γ| is 0.83 on the lower-energy site and 0.14 between nearest neighbours, and separations of 5 Å or more carry less than 1% of the intersite sum of γ²/r. The Coulomb-hole potential is −½ × 0.718 × 14.40 × 2.36 = −12.2 eV. The local part therefore carries a large energy, on which the condition α = 1/ε∞ has nothing to say.

To find when several solutions exist, use M instead of α as the variable. A fixed point has α = (M − M₀)/D = 1/ε∞(M), so

D = (M − M₀)ε∞(M).

Each M > M₀ thus belongs to one exchange strength D. The derivative is

dD/dM = ε∞ − (M − M₀)p(ε∞ − 1)/M = ε∞[1 − p(1 − α)s] = ε∞(1 − F′),

since (M − M₀)/M = s and (ε∞ − 1)/ε∞ = 1 − α. Where the curve D(M) rises, the fixed point is stable; where it falls, it is unstable; at a turning point F′ = 1 and two solutions merge. For M₀ = 1.5 eV the curve rises throughout the sampled range up to M = 10 eV, and a direct search at D = 3 eV finds one solution.

A small semilocal gap behaves differently. With M₀ = 0.25 eV, three solutions exist for D between 6.69 and 15.31 eV. The small-M form ε∞ ≈ 1 + P²/M² explains both limits roughly. Near the upper limit P²/M² dominates, and (M − M₀)P²/M² is largest at M = 2M₀, with the value P²/(4M₀). The neglected 1 in ε∞ adds M − M₀ = M₀. Near the lower limit M ≫ M₀, and D ≈ M + P²/M has its minimum 2P at M = P. The solution with ε∞ = 163.0 and M = 0.305 eV, met below, gives P² ≈ 162.0 × 0.305² ≈ 15.1 eV². The estimates are then 15.3 eV for the upper limit and 7.8 eV for the lower. The second is too high because it neglects M₀ and because p exceeds 2 at larger M, so that ε∞ falls faster than assumed; both corrections lower D.

At D = 9 eV the three solutions are

α = 0.0061: ε∞ = 163, gap 0.61 eV, F′ = 0.36;
α = 0.151: ε∞ = 6.63, gap 3.22 eV, F′ = 1.49;
α = 0.877: ε∞ = 1.14, gap 16.3 eV, F′ = 0.31.

The loop started at α = 0 converges to the first and the loop started at α = 1 to the third. The middle solution divides the two ranges of starting values. Simple iteration moves away from it, whereas Newton's method can converge to it, because 1 − F′ is not zero there; the slope should be checked after a Newton solution. Both outer solutions are stable and quickly reached, so good convergence is no evidence of uniqueness. A second run from large α is the direct check. The matching condition supplies no energy by which to rank the solutions, and a fixed D is a strong assumption over such a range of gaps. The exchange here was chosen large to make the effect visible.

The limit M₀ → 0 shows the trap in its plainest form. Then M = αD, and for small α F ≈ (M/P)² = (αD/P)². The point α = 0 is a fixed point with zero slope: a semilocal metal screens completely, receives no nonlocal exchange and stays a metal, whether or not an insulating solution exists at larger α. To reach an insulating solution, where one exists, the loop has to be started above the unstable fixed point that separates it from α = 0; a smaller starting value falls back to the metal.

The multiple solutions require the orbitals to relax. Suppose instead that the orbitals are frozen at α = 0 and that exchange shifts all transition energies by αΔ, with Δ = 2D. With K = 8πe²/d³ and fixed |x_cv|²,

ε∞ = 1 + K⟨|x_cv|²/(E + αΔ)⟩,

where E is the transition energy at α = 0. At a fixed point 1/ε∞² = α², so

F′ = α²K⟨|x_cv|²Δ/(E + αΔ)²⟩.

The fixed-point condition also gives 1 − α = α(ε∞ − 1) = αK⟨|x_cv|²/(E + αΔ)⟩. Dividing the first expression by the second,

F′ = (1 − α)⟨αΔ/(E + αΔ)⟩_f < 1,

where f denotes averaging with weight |x_cv|²/(E + αΔ). Every fixed point is stable, so there is only one. The same argument holds for any shift Δ(k) ≥ 0, including 2D cos θ, the first-order shift that Dσ_z gives frozen orbitals. For M₀ = 0.25 eV and D = 9 eV the solution lies at α = 0.0047 with F′ = 0.13 (0.0047 and 0.12 for the k-dependent shift), somewhat below the small-gap solution α = 0.0061 found above. Freezing the orbitals removes the ambiguity but also the large-gap solution: that one exists because a larger M localizes the valence states on one sublattice, reduces the zone average of |x_cv|² and so weakens the screening beyond the effect of the energy denominators.

Computed results

```
Static-limit relative error, boson scale 50: 0.04848
Static-limit relative error, boson scale 500: 0.00513
e^2/(4 pi eps0) = 14.3996 eV Angstrom
Hopping t = 1.50 eV, distance d = 2.00 Angstrom
Prefactor 4 pi e^2 t^2/d = 203.570 eV^3
eps_inf at M = 2 eV: bulk 4.57043, slab in field 4.57043
p for M from 0.25 to 10 eV: min 2.002, max 2.663
ORDINARY CASE: M0 = 1.50 eV, D = 3.00 eV
 cycle 0: alpha 0.00000, gap 3.0000 eV, eps_inf 7.4976
 cycle 1: alpha 0.13338, gap 3.8003 eV, eps_inf 4.9756
 cycle 2: alpha 0.20098, gap 4.2059 eV, eps_inf 4.2121
 cycle 3: alpha 0.23741, gap 4.4245 eV, eps_inf 3.8856
 cycle 4: alpha 0.25736, gap 4.5442 eV, eps_inf 3.7266
 cycle 5: alpha 0.26834, gap 4.6101 eV, eps_inf 3.6443
 cycle 6: alpha 0.27440, gap 4.6464 eV, eps_inf 3.6005
Self-consistent alpha = 0.281861, eps_inf = 3.54785
Self-consistent gap = 4.6912 eV
p = 2.1326, exchange share s = 0.3605
Convergence factor: formula 0.55210, observed 0.55210
Dielectric evaluations to residual 1e-6: from alpha=0 21, from alpha=1 23, Newton 4
Error of alpha at cycle 10: true 6.929e-04, estimated 6.929e-04
DIFFICULT CASE: M0 = 0.25 eV, D = 9.00 eV
 fixed point alpha 0.00613, eps_inf 163.0383, gap 0.6104 eV, slope 0.3600
 fixed point alpha 0.15091, eps_inf 6.6263, gap 3.2165 eV, slope 1.4850
 fixed point alpha 0.87653, eps_inf 1.1409, gap 16.2776 eV, slope 0.3082
Three solutions for D between 6.690 and 15.309 eV
Half gap M at the folds: 3.771 and 0.507 eV
Frozen orbitals: alpha = 0.00474, eps_inf = 211.0495, slope = 0.1296
SCREENING: q0 = 2.00 1/Angstrom, kappa = 2.3601 1/Angstrom
 r = 0.5 Angstrom: W/v = 0.50252
 r = 1.0 Angstrom: W/v = 0.34966
 r = 2.0 Angstrom: W/v = 0.28826
 r = 5.0 Angstrom: W/v = 0.28187
Coulomb-hole potential = -12.2027 eV
```
